# Why Electrons of a Delta-Doped Layer Spread Beyond the Donor Plane

Place the electrons of a delta-doped layer in the same atomic plane as their donors, and the layer loses most of its physics. The two sheets of charge cancel, so there is no electric field, no potential well and no set of subbands. The electron density also comes out badly wrong. For $10^{14}$ donors per cm$^2$ in silicon, electrons confined to one atomic layer of thickness 0.136 nm would have a density of $7.4\times10^{21}$ cm$^{-3}$. The self-consistent calculation described below gives a peak of $6.7\times10^{20}$ cm$^{-3}$, eleven times less, and a well 0.47 eV deep.

## The belief and its appeal

The belief runs as follows. Each donor gives up one electron and becomes a positive ion. The ions lie in one plane and attract the electrons, so the electrons settle in that plane, and a one-atom-thick dopant layer is a one-atom-thick conductor.

For classical charges at zero temperature this is correct. A negative sheet lying on an equal positive sheet has no field and therefore no field energy, while any separation creates a field and costs energy. Electrostatics does pull the electrons into the plane. What the argument omits is the kinetic energy that a quantum particle acquires when it is confined. The donors' position fixes the source of the potential. The electrons' position follows from the wavefunctions in that potential.

## The model

The donors lie at $z=0$ with sheet density $N$, all ionized, their charge smeared evenly over the plane. The layer is neutral and lies deep inside (001) silicon of permittivity $\varepsilon$. Electrons have parabolic effective masses and repel each other through their mean electrostatic field (the Hartree approximation). Let $V(z)$ be the potential energy of an electron, measured from the Fermi level, and $n(z)$ the electron density. With $V=-e\phi$ and Poisson's equation $\phi''=-\rho/\varepsilon$, where $\rho=e[N\delta(z)-n]$,

$$V''=c\,[N\delta(z)-n(z)],\qquad c=\frac{e^2}{\varepsilon}.$$

For a relative permittivity of 11.7, $c=1.547$ eV nm.

Integrating across the plane shows that $V'$ jumps by $cN$. By symmetry the slope is $+cN/2$ just above the plane and $-cN/2$ just below. For $N=10^{14}$ cm$^{-2}=1$ nm$^{-2}$ this is 0.773 eV/nm, a field of 7.73 MV/cm.

## One electron in the bare field

Take first a single electron, with no other electrons to repel it. Its potential energy is $(cN/2)|z|$ up to a constant, a V-shaped well whose minimum lies in the donor plane. Schrödinger's equation is

$$-\frac{\hbar^2}{2m}\psi''+\frac{cN}{2}|z|\psi=E\psi .$$

Write $z=Lx$ and choose $L$ so that both terms on the left carry the same energy factor:

$$\frac{\hbar^2}{2mL^2}=\frac{cNL}{2}\quad\Rightarrow\quad L=\left(\frac{\hbar^2}{m\,cN}\right)^{1/3}.$$

Dividing by $cNL/2$ leaves $-\psi''+|x|\psi=\kappa\psi$, with $E=\kappa\,cNL/2$. For $x>0$ the decaying solution is the Airy function $\mathrm{Ai}(x-\kappa)$. The ground state is even and smooth, so its slope vanishes at $x=0$. Hence $\mathrm{Ai}'(-\kappa)=0$, whose first root is $\kappa=1.0188$.

Silicon's conduction valleys are ellipsoids with masses of roughly $0.92\,m_0$ along the axis and $0.19\,m_0$ across it. With the larger mass along $z$ and $\hbar^2/m_0=0.0762$ eV nm$^2$,

$$L=\left(\frac{0.0762}{0.92\times1.547\times1}\right)^{1/3}\text{nm}=0.377\ \text{nm},$$

$$E=1.0188\times0.773\times0.377\ \text{eV}=0.297\ \text{eV}.$$

The rms distance of this electron from the plane is 0.326 nm. There is no repulsion and no heat here, so neither is needed for a finite width.

## Many electrons

In a neutral layer the electrons screen the donors, and the well must be found together with the density. Two of silicon's six valleys have the heavy mass along $z$; the other four have the light one. Each class $v$ has its own levels:

$$-\frac{\hbar^2}{2m_v}\psi_{vj}''+V\psi_{vj}=E_{vj}\psi_{vj}.$$

Motion along the plane is free, so each level is the bottom of a two-dimensional subband. With two spins, $g_v$ valleys and an in-plane density-of-states mass $m_{\parallel v}$, its density of states is $g_vm_{\parallel v}/(\pi\hbar^2)$. At 4 K the thermal energy is negligible beside the fillings found here, and a subband with $E_{vj}<0$ holds

$$n_{vj}=\frac{g_v m_{\parallel v}}{\pi\hbar^2}\,(-E_{vj})$$

electrons per area. The density is $n(z)=\sum n_{vj}|\psi_{vj}(z)|^2$, which goes back into Poisson's equation until nothing changes.

## The energy balance

Three energies per area matter: the kinetic energy $T$ along $z$, the kinetic energy along the plane, and the field energy

$$U=\frac{\varepsilon}{2}\int F^2dz=\frac{1}{2c}\int (V')^2dz,$$

where the field strength is $F=V'/e$.

The self-consistent orbitals make the total energy stationary at fixed occupations. To see this, change the orbitals slightly, so that $n$ changes by $\delta n$ and $V''$ by $-c\,\delta n$. Integrating by parts,

$$\delta U=\frac1c\int V'\,\delta V'\,dz=-\frac1c\int V\,\delta V''\,dz=\int V\,\delta n\,dz .$$

The boundary term vanishes because a neutral layer has no field far away. Adding $\delta T$ collects the operator of Schrödinger's equation acting on each orbital. This gives $E_{vj}$ times the change in the orbital's norm, which is zero. The in-plane energy depends on the occupations alone and does not change.

Now compress every orbital by a factor $s$, keeping its norm: $\psi(z)\to\sqrt{s}\,\psi(sz)$. The squared derivative gains $s^3$ and the integration gives back $1/s$, so $T\to s^2T$.

For $U$, let $Q(z)$ be the fraction of electrons farther from the plane than $z$. Integrating Poisson's equation outward from the plane gives, for $z>0$,

$$V'(z)=\frac{cN}{2}-c\,\frac N2\,[1-Q(z)]=\frac{cN}{2}Q(z).$$

Both sides of the plane contribute equally, hence

$$U=\frac{1}{2c}\cdot2\int_0^\infty\frac{c^2N^2}{4}Q^2dz=\frac{cN^2}{4}\int_0^\infty Q^2dz .$$

Compression turns $Q(z)$ into $Q(sz)$, so $U\to U/s$. The part of the energy that depends on $s$ is therefore

$$\mathcal E(s)=s^2T+\frac{U}{s}.$$

The second term is the classical argument: squeezing lowers the field energy towards zero. The first is what that argument lacks, and it grows without limit as the thickness goes to zero. The derivative must vanish at $s=1$, so

$$2T=U .$$

In the computed layer $T$ is 60.9 meV and $U$ is 121.5 meV per electron, and $2T/U=1.002$. The last digits reflect the grid step of 0.04 nm: on a finer grid $T$ and $U$ move by 0.1 meV to 60.8 and 121.6 meV, the ratio becomes 1.000, and the rms distance quoted below as 0.856 nm becomes 0.857 nm.

This also prices the belief. Electrons spread evenly through one atomic layer have an rms distance of $0.1358/\sqrt{12}=0.039$ nm. The computed cloud has 0.856 nm, so a uniform compression needs $s=21.8$ to match. Its cost per electron is $T(s^2-1)-U(1-1/s)$, about 29 eV, of which the field energy returns 0.12 eV. Effective masses do not hold at 29 eV, so the figure shows how hopeless the squeeze is and does not predict its true cost. Reshaping the cloud or moving electrons between valleys could lower it, but the bound on $T$ in the next section still requires 6.7 eV per electron at this width.

## A lower bound on the width

The relation $2T=U$ gives a limit that needs no numerical solution. Let $\sigma$ be the rms distance of all the electrons and $m$ the largest mass along $z$. Each orbital is centred on the plane by symmetry, so the uncertainty relation gives $\langle p^2\rangle\ge\hbar^2/(4\sigma_i^2)$ for orbital $i$. Its kinetic energy is then at least $\hbar^2/(8m\sigma_i^2)$, since $m_i\le m$. The average of $1/\sigma_i^2$ is no smaller than the inverse of the average of $\sigma_i^2$, because $1/x$ is convex. Therefore

$$T\ge\frac{N\hbar^2}{8m\sigma^2}.$$

For the field energy, $Q\le1$ implies $Q^2\le Q$. Integration by parts gives $\int_0^\infty Q\,dz=\langle|z|\rangle$, which cannot exceed $\sigma$. Thus $U\le cN^2\sigma/4$. Inserting both inequalities into $2T=U$,

$$\frac{N\hbar^2}{4m\sigma^2}\le\frac{cN^2\sigma}{4}\quad\Rightarrow\quad \sigma^3\ge\frac{\hbar^2}{m\,cN}\quad\Rightarrow\quad\sigma\ge L .$$

Within the Hartree model, a neutral layer cannot be thinner than this, whatever subbands are filled. At $10^{14}$ cm$^{-2}$ the bound is 0.377 nm. The single electron above, at 0.326 nm, does not violate it: that electron feels the full donor field everywhere, whereas the bound is for a neutral layer, whose field fades with distance.

The bound leaves room for the belief only where $L$ is smaller than the width of an atomic layer. At fixed doping and permittivity, $L$ vanishes only if $\hbar\to0$ or $m\to\infty$, the classical limit. To show the role of mass, all masses were raised eightfold with donors and permittivity unchanged: the rms distance fell from 0.856 to 0.390 nm. With the shares of the subbands held fixed it would simply halve, to 0.428 nm; the rest comes from the share of the heavy-mass valleys rising from 31 % to 62 %.

## The numbers for silicon

At $10^{14}$ cm$^{-2}$ and 4 K, two subbands are filled. The count is marginal: the next level lies only about 2 meV above the Fermi level, and a donor blur of 0.25 nm is enough to fill it. The heavy-mass level lies 196.4 meV below the Fermi level and the light-mass level 98.5 meV below. Their in-plane masses are $0.19\,m_0$ and $\sqrt{0.92\times0.19}\,m_0=0.418\,m_0$, so the filling formula gives

$$\frac{2\times0.19}{\pi\times0.0762}\times0.1964=0.312\ \text{nm}^{-2},$$

$$\frac{4\times0.418}{\pi\times0.0762}\times0.0985=0.688\ \text{nm}^{-2}.$$

They add up to the donor density of 1 nm$^{-2}$. The lower level holds the smaller share because its density of states is more than four times smaller. Most electrons thus have the light mass along $z$, for which confinement is dearer, and this is one reason why the rms distance is well above the bound.

Half the electrons lie within 0.43 nm of the plane, 90 % within 1.39 nm and 99 % within 2.8 nm. The slab that holds 90 % is therefore 2.8 nm thick, about twenty atomic layers. The donors' own layer holds 9 %. That last figure refers to the smooth envelope of the wavefunction, which does not resolve structure inside an atom.

Lower doping makes the cloud wider. The 90 % distance is 2.04 nm at $3\times10^{13}$ cm$^{-2}$ and 2.86 nm at $10^{13}$ cm$^{-2}$. At the lowest of these densities the donors are about 3.2 nm apart, more than the 90 % distance, so a smeared sheet is a poor picture of a real layer there and the figure shows only the trend of the model. If the electrons' shares among the subbands stayed fixed, measuring lengths in $L$ would remove $N$ from the equations, and every width would vary as $N^{-1/3}$. The mean exponent found over this decade is $-0.31$; in this model the small difference reflects shares that change with density.

## A second limit: many filled subbands

When many subbands are filled, the electrons at each depth can be treated as a uniform gas, the Thomas-Fermi approximation. Let $W=-V>0$. Counting two spins, six valleys and the states inside each energy ellipsoid,

$$n=\frac{12}{(2\pi)^3}\,\frac{4\pi}{3}\left(\frac{2m_dW}{\hbar^2}\right)^{3/2}=C\,W^{3/2},$$

where $m_d$ is the cube root of the product of the three masses. Outside the plane Poisson's equation becomes $W''=KW^{3/2}$ with $K=cC$. Multiply by $W'$ and integrate inward from infinity, where $W$ and $W'$ vanish:

$$\tfrac12W'^2=\tfrac25KW^{5/2}\quad\Rightarrow\quad W'=-\sqrt{\tfrac{4K}{5}}\,W^{5/4}\quad(z>0).$$

Then $(W^{-1/4})'=-\tfrac14W^{-5/4}W'=\sqrt{K/20}$ is constant, and

$$W=\frac{400}{K^2(|z|+z_0)^4}.$$

The slope at the plane fixes $z_0$: $1600/(K^2z_0^5)=cN/2$, or $z_0^5=3200/(K^2cN)$. Since $Q$ is the ratio of the slope at $z$ to that at the plane, $Q=[z_0/(z_0+z)]^5$.

With $K=7.68$ eV$^{-1/2}$ nm$^{-2}$, $z_0=2.04$ nm. Setting $Q=0.1$ gives a 90 % distance of $(10^{1/5}-1)z_0=1.19$ nm. The subband calculation gives 16 % more, and at $10^{13}$ cm$^{-2}$ it gives 51 % more. Two filled subbands are too few for this limit. With all masses cut to one hundredth and the temperature set to 77 K, 29 levels lie below the Fermi level and the two distances agree to within about 0.1 %. For silicon the formula gives the scale of the width, and it errs on the narrow side at the three densities computed.

## Set beside real layers

Phosphorus layers made by dosing a silicon surface with phosphine and burying it under more silicon reach sheet densities of about $10^{14}$ cm$^{-2}$, and devices built from them are usually run cold. The example lies in that regime, with rough typical masses and permittivity. Real layers break several of its assumptions. Changing one at a time, with the rest held fixed, moves the 90 % distance of 1.39 nm as follows:

- Exchange between electrons, treated in a local approximation, reduces it to 1.33 nm. Doubling the exchange term, a crude allowance for correlation, gives 1.28 nm.
- A temperature of 300 K raises it to 1.47 nm.
- Masses grow with energy in a real band. Raising all of them by a factor 1.43, a rough upper estimate for a well whose bottom lies 0.43 eV below the Fermi level, gives 1.22 nm.
- Donors that migrate during growth do not form a perfect plane. A Gaussian blur with a standard deviation of 0.5 nm gives 1.62 nm.

At the chosen 0.5 nm the donor blur is the largest of these, at 17 %. Its size depends strongly on that choice: 5 % at 0.25 nm, 9 % at 0.35 nm and 55 % at 1 nm. None of them brings the electrons near a single atomic layer.

The field beside the plane is far above silicon's breakdown field, which is roughly 0.3 MV/cm. It fades within a few nanometres, however, and the whole well is 0.47 eV deep, less than the gap of about 1.12 eV. In this model the bottom of the well therefore stays above the top of the valence band outside, and valence electrons have no states in the well to tunnel into.

The smeared donor charge is a weak assumption close to the plane. For donors on a square array of spacing $a=1$ nm, a ripple with in-plane wavenumber $G=2\pi/a$ obeys Laplace's equation away from the plane and so decays as $e^{-G|z|}$. Its slope must jump by $cN$ at the plane, which fixes its amplitude at $cN/(2G)$. Four such waves add with opposite signs above a donor and above the centre of a square, so the energy difference between these sites is $(4cN/G)e^{-G|z|}$. Without screening this is 43 meV at 0.5 nm and 1.8 meV at 1 nm. At 0.2 nm these four waves alone give 0.28 eV, comparable with the depth of the well. In such an array the potential is strongly uneven along the plane within a few tenths of a nanometre of it and much smoother farther out. An electron samples the ripple through its whole orbital, however. Averaged over $|\psi|^2$, each wave has an amplitude of 35 meV in the heavy-mass subband and 19 meV in the light-mass one. This is small beside the in-plane kinetic energy at wavenumber $G/2$, which is about 2 eV for the mass $0.19\,m_0$ and 0.41 eV for $0.92\,m_0$. The effect on the width was not computed. Randomly placed donors also produce longer waves, which decay more slowly, so the unevenness reaches farther out; its size was not computed.

Two further effects were left out and not sized: the strong attraction very close to each phosphorus nucleus, and the coupling that splits the levels of equivalent valleys. The first pulls some charge towards the donors, so the 9 % share of the central layer is less secure than the overall width.

The dopant profile and the electron profile are therefore two different quantities. A measurement that finds the phosphorus within one atomic layer says where the well is centred. The thickness of the conductor follows from the competition between kinetic and field energy, and in this model the slab that holds 90 % of the electrons is close to 3 nm thick. The numerical output follows.

## Computed results

```
Sheet density N: 1.0e+14 cm^-2, temperature 4 K
Relative permittivity: 11.7
Masses along/across valley axis: 0.92, 0.19 m0
e^2/eps: 1.5466 eV nm; hbar^2/m0: 0.07620 eV nm^2
Silicon (001) layer spacing: 0.1358 nm
Field beside the plane: 7.73 MV/cm
Length L (lower bound on rms): 0.377 nm
Bare well, one electron: energy 0.297 eV
Bare well, one electron: rms distance 0.326 nm
Self-consistent well depth: 0.474 eV (gap 1.12 eV)
Bottom of well below Fermi level: 0.433 eV
Share of electrons in 2 heavy-z valleys: 31.2 %
  subband at -196.4 meV holds 31.2 %
Share of electrons in 4 light-z valleys: 68.8 %
  subband at -98.5 meV holds 68.8 %
Peak electron density: 6.74e+20 cm^-3
rms distance: 0.856 nm
Distance holding 50 %: 0.434 nm
Distance holding 90 %: 1.388 nm (thickness 2.78 nm)
Distance holding 99 %: 2.780 nm
Share within one atomic layer: 9.1 %
Kinetic energy along z per electron: 60.9 meV
Field energy per electron: 121.5 meV
Ratio 2T/U: 1.0020
Squeeze factor to one atomic layer: 21.8
Energy cost of that squeeze: 28.9 eV per electron
Thomas-Fermi C: 4.966 eV^-1.5 nm^-3; K: 7.680 eV^-0.5 nm^-2
Thomas-Fermi z0: 2.037 nm
Thomas-Fermi well bottom: 0.394 eV
N=1e+13 cm^-2: rms 1.785, bound 0.812, 90% 2.856, TF 90% 1.888 nm
  filled subbands 2, ratio of 90% distances 1.51
N=3e+13 cm^-2: rms 1.262, bound 0.563, 90% 2.035, TF 90% 1.516 nm
  filled subbands 2, ratio of 90% distances 1.34
N=1e+14 cm^-2: rms 0.856, bound 0.377, 90% 1.388, TF 90% 1.191 nm
  filled subbands 2, ratio of 90% distances 1.16
Masses times 0.01: filled subbands 29, ratio to TF 1.000
Mean exponent of 90 % distance against N: -0.313
All masses times 8: rms distance 0.390 nm
Mass factor for nonparabolicity (upper estimate): 1.43
90 % distance with exchange: 1.333 nm
90 % distance with doubled exchange: 1.281 nm
90 % distance at 300 K: 1.467 nm
90 % distance with raised masses: 1.218 nm
90 % distance donor blur 0.5 nm (sd): 1.624 nm
Donor spacing, square array: 1.00 nm
Unscreened ripple at 0.5 nm: 42.5 meV
Unscreened ripple at 1 nm: 1.84 meV
```
